# Why p-Bonded Elements Keep 8 − N Neighbours: Distorted Simple-Cubic Chains

## 1. What symmetry and scaling fix

Put an atom with $N$ valence electrons on every site of a simple-cubic net. Two electrons fill the s shell, and $N-2$ occupy the three p orbitals, which have six places. If each p orbital couples only head-on (pp$\sigma$) to its nearest neighbours along its own axis, the net separates into independent chains, each with filling

$$f=\frac{N-2}{6}=\tfrac12,\ \tfrac23,\ \tfrac56\qquad (N=5,6,7).$$

These are arsenic, selenium and the halogens. Let bond $n$ have hopping $t_n\ge 0$, let energies be measured from the p level, and let a bond cost a repulsion $At_n^m$ with $m>1$. Bond lengths are free (zero pressure) and the temperature is zero.

**Symmetry.** Take a ring of $L$ atoms, $L$ even. Reversing the sign of every second orbital turns $H$ into $-H$, so the levels come in pairs $\pm s_i$. Since $\mathrm{Tr}\,H=0$, the filled levels sum to minus the empty ones. There are $h=L(1-f)\le L/2$ empty levels, and these are the $h$ largest $s_i$. With two spins,

$$E=-2\sum_{i=1}^{h}s_i+A\sum_n t_n^m. \tag{1}$$

The number of empty levels therefore controls the bonding.

**Scaling.** One separate bond with two electrons has energy $-2t+At^m$. Its minimum, at $t=t_d$, gives

$$A=\frac{2}{m\,t_d^{m-1}},\qquad \varepsilon_d=-2t_d\left(1-\frac1m\right). \tag{2}$$

Every minimum of (1) is thus $t_d$ times a function of $f$ and $m$. The absolute strength of the bond cannot select the structure; the filling and the hardness $m$ can.

If the minimum consists of $h$ separate bonds, each touching two atoms, the average number of bonds per atom over three chains is

$$3\times\frac{2h}{L}=6(1-f)=6-(N-2)=8-N.$$

It remains to find when such bonds form, and what makes the average hold atom by atom.

## 2. The uniform chain

With the orbital signs chosen so that the levels are $-2t\cos k$ (lattice spacing 1), states with $|k|<\pi f$ are filled. The band energy per atom of the chain is

$$2\int_{-\pi f}^{\pi f}\frac{dk}{2\pi}(-2t\cos k)=-ct,\qquad c=\frac4\pi\sin\pi f .$$

For later use, minimize $-ct+nAt^m$, where $n$ counts bonds. The condition $c=nAmt^{m-1}=2n(t/t_d)^{m-1}$ gives

$$\frac{t}{t_d}=\left(\frac{c}{2n}\right)^{1/(m-1)},\qquad E=-ct\left(1-\frac1m\right). \tag{3}$$

The uniform chain has $n=1$.

## 3. The Peierls contribution: a period, but not always a bond pattern

Write $t_n=t+\delta_n$ with $\delta_n=\eta\cos(Qn+\phi)$ and $Q=2k_F=2\pi f$. The modulation couples $k_F$ to $-k_F$:

$$\langle -k_F|V|k_F\rangle=-\frac1L\sum_n\delta_n\,2e^{ik_F(2n+1)}=-2e^{ik_F}d_Q,\qquad d_Q=\frac1L\sum_n\delta_ne^{iQn}.$$

The factor 2 comes from the two directions of hopping. Near the Fermi level the energies become $\pm\sqrt{v^2q^2+D^2}$, with $D=2|d_Q|$ and $v=2t\sin\pi f$. Two spins and two Fermi points give, up to a cutoff $K$ with $vK\gg D$,

$$\Delta E=-4\int_0^K\frac{dq}{2\pi}\left[\sqrt{v^2q^2+D^2}-vq\right]\simeq-\frac{D^2}{\pi v}\left[\ln\frac{2vK}{D}+\frac12\right].$$

States farther away add only terms of order $D^2$. Because $\delta_n$ averages to zero, the repulsion also changes by a term of order $D^2$. The logarithm wins for small enough $D$, so the uniform chain is unstable at zero temperature for any finite $m$.

The period follows from $Q$ modulo $2\pi$: $\pi$, $-2\pi/3$ and $-\pi/3$ give periods 2, 3 and 6. For periods 3 and 6, $|d_Q|=\eta/2$ whatever the phase $\phi$. At filling 2/3, $\phi=0$ gives one short and two long bonds, while $\phi=\pi$ gives two short and one long. The leading energy is the same.

Diagonalization with $\eta/t=0.002$ and $0.004$ gives slopes of $\Delta E/D^2$ against $\ln D$ of $0.1842/t$ and $0.1834/t$ for these two phases; the formula $1/(\pi v)$ gives $0.1838/t$. The Peierls argument alone therefore does not explain why selenium has two bonds. Beyond leading order a weak modulation even leans the other way: for $\eta/t$ from 0.01 to 0.2 the band energy of the pattern with two short bonds is slightly lower, by about $6\times10^{-5}\,t$ per three atoms at $\eta/t=0.05$.

## 4. The repulsion contribution: separate bonds for $m<2$

Order the atoms by sublattice, so that

$$H=\begin{pmatrix}0&B\\B^T&0\end{pmatrix}.$$

The $s_i$ are the singular values of $B$, whose nonzero entries are the hoppings. Let $|k\rangle$ be the eigenvectors of $B^TB$. Its diagonal elements are

$$(B^TB)_{jj}=\sum_k|\langle j|k\rangle|^2s_k^2=\sum_iB_{ij}^2 .$$

For $m\le2$ the function $x^{m/2}$ is concave, so its value at an average is at least the average of its values. Summing over $j$, with $\sum_j|\langle j|k\rangle|^2=1$,

$$\sum_k s_k^m\le\sum_j\Big(\sum_iB_{ij}^2\Big)^{m/2}\le\sum_n t_n^m. \tag{4}$$

The last step uses $(x+y)^\theta\le x^\theta+y^\theta$ for $0<\theta\le1$: a fraction $u$ between 0 and 1 obeys $u^\theta\ge u$, and the fractions $x/(x+y)$ and $y/(x+y)$ add to 1.

Insert (4) in (1) and drop the nonnegative terms with $i>h$:

$$E\ge\sum_{i=1}^h\left(-2s_i+As_i^m\right)\ge h\,\varepsilon_d .$$

A set of $h$ separate bonds with hopping $t_d$ reaches this bound. For $m<2$ nothing else does: equality in (4) allows one nonzero hopping per column of $B$ and, by the same argument with $BB^T$, one per row. Each orbital then has at most one partner, and the orbitals left over are doubly filled lone pairs.

A free minimization over all hoppings of a 12-atom ring at $m=1.8$ finds 6, 4 and 2 short bonds for the three fillings. The energies are $-5.333$, $-3.556$ and $-1.778\,t_d$, which equal $h\varepsilon_d$ with $\varepsilon_d=-0.889\,t_d$.

For $f>1/2$ the spacing of these bonds along a chain costs nothing in this model. Periods 3 and 6 are regular choices among degenerate ones.

## 5. The charge contribution: from an average to each atom

An orbital in a separate bond holds one electron on average, and a lone pair holds two. An atom with $b$ bonds thus has $b+2(3-b)=6-b$ p electrons. It is neutral if $6-b=N-2$, that is, $b=8-N$.

Label atoms by $x+y+z$ in lattice units. These neutral patterns have the required bonds:

- **As:** from every atom with even sum, bonds run along $+x$, $+y$ and $+z$. A connected piece stays on two adjacent values of the sum, so it is a buckled layer. Ten bond steps reach 166 atoms, which is $1+3(1+\dots+10)$, the honeycomb count.
- **Se:** bonds run along $+x$, $+y$, $+z$ from sums 0, 1, 2 modulo 3. Following them gives a helix; ten steps reach $1+2\times10=21$ atoms.
- **Halogens:** bonds run along $+x$, $+y$, $+z$ from sums 0, 2, 4 modulo 6. Each atom has one partner, which makes a dimer.

Now let all three selenium bonds start from sum 0. The atoms have 3, 3 and 0 bonds and hold 3, 3 and 6 p electrons. The sigma energy is unchanged, but the atoms are charged.

To estimate the cost, let charges repel as $V(r)=e^2/(4\pi\epsilon_0\sqrt{r^2+a^2})$, with $a$ set by $V(0)=U$. This function is a positive sum of Gaussians, since

$$\frac1{\sqrt{r^2+a^2}}=\frac1{\sqrt\pi}\int_0^\infty\frac{du}{\sqrt u}e^{-u(r^2+a^2)},$$

and each Gaussian has a positive Fourier transform. Any neutral charge wave therefore costs energy once the on-site term is included. For $U=8$ eV on an undistorted net of spacing 0.300 nm the cost is 2.3 eV per atom.

## 6. The pi contribution: which network

Three bonds per atom also permit isolated cubes, and two permit squares. Let parallel p orbitals perpendicular to a short bond couple with strength $t_\pi$, keeping 90° angles and fixed $t=t_d$.

In the layer, a $\pi$ link joins one end of a bonded pair to one end of a parallel pair. The bonding orbital of one couples to the antibonding orbital of the other by $t_\pi/2$ in magnitude, across an energy $2t$. Two spins and two directions give a gain

$$4\,\frac{(t_\pi/2)^2}{2t}=\frac{t_\pi^2}{2t}$$

per link. A pair has four links, each shared by two pairs, and there are $3/2$ pairs per atom. The gain is $\tfrac32\times2\times t_\pi^2/2t=1.5\,t_\pi^2/t$ per atom. In a cube, parallel pairs are linked at both ends, the two bonding–antibonding amplitudes cancel, and the gain vanishes.

In the helix, a lone pair couples to a neighbouring antibonding orbital by $t_\pi/\sqrt2$ across an energy $t$, gaining $2(t_\pi^2/2)/t=t_\pi^2/t$. This happens twice per bond, and there is one bond per atom, so the gain is $2t_\pi^2/t$. A six-ring that turns through the same sequence of axes has the same second-order gain. In a flat square the in-plane amplitudes cancel and the out-of-plane lone pairs are all full, so the gain is zero.

For $t=2$ eV and $t_\pi=0.25t$ the formulas give 0.19 and 0.25 eV per atom. Diagonalization gives 0.190 eV for the layer, 0.234 for the helix, 0.225 for the six-ring, and zero for cube and square. The helix's lead over the six-ring is too small to settle their order once angles relax. Other networks are not ranked here.

## 7. The other limit: $m>2$

Two separate bonds joined by a weak hopping $t'$ gain $t'^2/2t$, by the same count as for a $\pi$ link, and pay $At'^m$. For $m<2$ the cost dominates at small $t'$. For $m>2$ the gain does, so at half filling the long bonds keep some hopping.

At filling 2/3 there is also a different rival. A three-atom unit has levels $\pm\sqrt2\,t$ and 0. With four electrons and two bonds, (3) with $c=2\sqrt2$, $n=2$ gives

$$\frac{E_{\rm trimer}}{\varepsilon_d}=\sqrt2\left(\frac1{\sqrt2}\right)^{1/(m-1)}=2^{(m-2)/[2(m-1)]}.$$

This competes with one dimer plus one lone pair. They tie at $m=2$, and the trimer wins above. Three trimer chains would give four bonds per atom on average, so the $8-N$ rule would fail for selenium. Halogens face the same rival: at filling 5/6, one trimer plus three lone pairs competes with one dimer plus four lone pairs, with the same energy ratio.

The uniform chain falls below separate dimers when (3) equals $2(1-f)$ times $\varepsilon_d/2$ per atom, or

$$m^*=\frac{\ln[1/(1-f)]}{\ln\{c/[2(1-f)]\}}=2.87,\ 2.18,\ 2.77 .$$

This does not mark the end of distortion, since the uniform chain is still Peierls-unstable. Against the uniform chain alone, selenium's dimers have the smallest margin in $m$.

**Electron repulsion** shifts the balance. Keep each determinant fixed, with $P$ its one-spin density matrix. Orbital occupations then have variance $2P_{ii}(1-P_{ii})$ and covariance $-2P_{ij}^2$. Both structures can be arranged with neutral atoms, whose three p orbitals hold $1+1+2$ electrons with dimers and $\tfrac32+\tfrac32+1$ with trimers. Only the energies of the fluctuations about these averages then need comparing.

- Dimer plus lone pair: the variances sum to 1 and the covariance is $-\tfrac12$. The energy is $\tfrac12U-\tfrac12V_1$.
- Trimer: $P_{ii}=\tfrac34,\tfrac12,\tfrac34$, $|P_{12}|=|P_{23}|=\sqrt2/4$ and $|P_{13}|=\tfrac14$. The variances sum to $\tfrac54$. The energy is $\tfrac58U-\tfrac12V_1-\tfrac18V_2$.

The nearest-neighbour term $V_1$ cancels in the difference. There is one such unit per atom, counting three chains, so dimers are favoured by $(U-V_2)/8=(8-2.81)/8=0.65$ eV per atom, with all short bonds held at 0.24 nm. This first-order value omits screening and correlation; dividing by an assumed screening factor of 3 leaves 0.22 eV.

## 8. Weighing the contributions

Take $t_d=2$ eV at $r_d=0.24$ nm, hopping that decays as $e^{-r/\lambda}$ with $\lambda=0.08$ nm, and $m=1.8$. For selenium $c=1.103$, so $t/t_d=(0.551)^{1.25}=0.475$ in the uniform net. Its spacing is $0.24-0.08\ln0.475=0.300$ nm. For arsenic and the halogens it is 0.285 and 0.354 nm.

The distorted sigma energy is $(8-N)/2$ bonds per atom times $\varepsilon_d=-1.778$ eV. Gains over the uniform net, each structure relaxed in $t$, are in eV per atom:

| Case | sigma | + pi | + pi and s |
|---|---|---|---|
| As | 0.72 | 0.79 | 0.89 |
| Se | 0.37 | 0.48 | 0.68 |
| Halogen | 0.48 | 0.37 | 0.50 |

The last column adds an s level 10 eV below p and s–p hopping of $0.6t$. Pi coupling lowers the halogen gain because it helps the uniform net, while the pi shells of a dimer are full. No entry changes sign. The uniform nets are summed on a finite mesh; without that error, (3) gives sigma gains of 0.74, 0.38 and 0.48 eV, so the sigma column is accurate to within 0.02 eV.

Hardness can change the order. For selenium at $m=2.2$ the uniform, dimer and trimer sigma energies are $-2.20$, $-2.18$ and $-2.31$ eV per atom. The trimer's lead of 0.13 eV is smaller than the screened repulsion estimate of 0.22 eV, so repulsion can restore the dimers against the trimers at this $m$. The window is narrow: with the same screened estimate the trimer leads again above $m\approx2.35$, or above $m\approx2.3$ when correlation within the three-atom unit is included. The uniform net was not given the same correction.

Thermal excitation of electrons is a small effect here: $k_BT=0.026$ eV at 300 K, against gaps of at least 1.7 eV on the sampled mesh with all couplings included.

**Beside the real elements.** The chosen bond length is close to the real short bonds, which are near 0.25 nm in arsenic, 0.24 nm in selenium and 0.23 nm in bromine. The other parameters are round illustrative values, not fits. They give a short bond the stiffness $2t_d(m-1)/\lambda^2=500$ eV/nm², about a third of the roughly 1540 eV/nm² that follows from the 325.3 cm$^{-1}$ stretch of $^{79}$Br$_2$. Matching that stiffness at the same $t_d$ and $\lambda$ would need $m\approx3.5$, above all three $m^*$; keeping $m=1.8$ would need $\lambda\approx0.046$ nm. The condition $m<2$ is therefore an assumption about the repulsion, not something established here for the real elements. Grey arsenic does form buckled layers, trigonal selenium helices, and the halogens diatomic molecules at ordinary pressure. The result that fails most visibly is the zero hopping across long bonds found for $m<2$. With hopping that decays as $e^{-r/\lambda}$ this means infinite separation, so the distorted energies above belong to isolated layers, helices and molecules with nothing holding them together. In arsenic the next neighbours are only about a quarter farther away, and the element is a semimetal, whereas the model with all couplings gives a gap of 1.7 eV. Real bond angles also exceed 90° by several degrees or more. The model accounts for the bond count under its stated conditions; it does not predict these band gaps. The numerical output gives the remaining values.

## Computed values

```
Inputs: t_d = 2.0 eV, r_d = 0.24 nm, decay = 0.08 nm, m = 1.8
Inputs: pi ratio 0.25, s-p ratio 0.6, s depth 10.0 eV, U 8.0 eV
As-like: N = 5, filling = 0.5000, period = 2, bonds per atom = 3
  log slope (units 1/t), two phases: 0.1591, 0.1591; formula 0.1592
  12-ring minimum -5.33333 t_d, bound -5.33333 t_d, short bonds 6
  atoms reached in 10 bonds: 166
  uniform chain below separate dimers for m > 2.869
  uniform spacing = 0.285 nm
  sigma: uniform -1.943, distorted -2.667, gain 0.723 eV/atom; gap 4.00 eV
  +pi: uniform -2.071, distorted -2.860, gain 0.789 eV/atom; gap 2.08 eV
  +pi+s: uniform -2.406, distorted -3.295, gain 0.889 eV/atom; gap 1.74 eV
Se-like: N = 6, filling = 0.6667, period = 3, bonds per atom = 2
  log slope (units 1/t), two phases: 0.1842, 0.1834; formula 0.1838
  12-ring minimum -3.55556 t_d, bound -3.55556 t_d, short bonds 4
  atoms reached in 10 bonds: 21
  uniform chain below separate dimers for m > 2.183
  uniform spacing = 0.300 nm
  sigma: uniform -1.406, distorted -1.778, gain 0.372 eV/atom; gap 2.00 eV
  +pi: uniform -1.536, distorted -2.020, gain 0.484 eV/atom; gap 1.96 eV
  +pi+s: uniform -1.633, distorted -2.311, gain 0.678 eV/atom; gap 2.27 eV
halogen-like: N = 7, filling = 0.8333, period = 6, bonds per atom = 1
  log slope (units 1/t), two phases: 0.3183, 0.3183; formula 0.3183
  12-ring minimum -1.77778 t_d, bound -1.77778 t_d, short bonds 2
  atoms reached in 10 bonds: 2
  uniform chain below separate dimers for m > 2.769
  uniform spacing = 0.354 nm
  sigma: uniform -0.409, distorted -0.889, gain 0.480 eV/atom; gap 2.00 eV
  +pi: uniform -0.520, distorted -0.889, gain 0.369 eV/atom; gap 1.50 eV
  +pi+s: uniform -0.529, distorted -1.024, gain 0.495 eV/atom; gap 1.88 eV
12-ring, filling 2/3, m = 2.3: minimum -4.9058 t_d, separate dimers -4.5217 t_d
Se-like, m = 1.8: uniform -1.397, dimers -1.778, trimers -1.630 eV/atom
Se-like, m = 2.0: uniform -1.824, dimers -2.000, trimers -2.000 eV/atom
Se-like, m = 2.2: uniform -2.197, dimers -2.182, trimers -2.312 eV/atom
Second-neighbour repulsion V_2 = 2.81 eV
Repulsion favours dimers over trimers by 0.649 eV/atom
  same, screened by a factor 3: 0.216 eV/atom
Charged net: bonds [3, 3, 0] p electrons [3.0, 3.0, 6.0]
  electrostatic cost = 2.32 eV/atom
Pi gain at fixed t_d, layer: 0.190 eV/atom
Pi gain at fixed t_d, cube: 0.000 eV/atom
Pi gain at fixed t_d, helix: 0.234 eV/atom
Pi gain at fixed t_d, six-ring: 0.225 eV/atom
Pi gain at fixed t_d, square: 0.000 eV/atom
Thermal energy at 300 K = 0.0259 eV
```
